# Resistance of a Smooth Graphene p-n Junction Beside a Contact: test program

```python
# Result under test: a smooth graphene p-n junction with potential-energy
# step dU spread uniformly over length d transmits
#     T(theta) = exp(-pi kF d sin(theta)^2 / 2),   kF = dU / (2 hbar v),
# and its resistance times width is (pi h / 2 e^2) sqrt(hbar v d / dU),
# apart from an error-function cutoff at the last propagating mode.
# Symbols: ky = conserved transverse wave number, slope = dU/(d hbar v),
# eps = energy/(hbar v), u(x) = potential energy/(hbar v).
# Lengths are in nm, energies in eV, conductance per width in S/um.
import numpy as np
from scipy import constants as const
from scipy.integrate import quad
from scipy.special import erf

e, h, hbar = const.e, const.h, const.hbar
velocity = 1.0e6                       # m/s, rough value for graphene
hv = hbar * velocity / e * 1e9         # eV nm
step, length = 0.2, 20.0               # eV, nm
kF = step / (2 * hv)                   # 1/nm
slope = step / (length * hv)           # 1/nm^2
G0 = 4 * e**2 / h                      # S, spin and valley included
NM_TO_UM = 1e3                         # 1/nm -> 1/um


def transmission(ky, eps, u, xmax, slices):
    """Solve psi' = [i(eps-u) sigma_x + ky sigma_z] psi slice by slice."""
    width = 2 * xmax / slices
    centres = -xmax + width * (np.arange(slices) + 0.5)
    kl, kr = eps - u(-xmax), eps - u(xmax)
    pl = np.sign(kl) * np.sqrt(kl**2 - ky**2)   # right-moving waves
    pr = np.sign(kr) * np.sqrt(kr**2 - ky**2)
    a = np.ones_like(ky, dtype=complex)
    b = (pr + 1j * ky) / kr
    for x in centres[::-1]:
        k = eps - u(x)
        root = np.sqrt(ky**2 - k**2 + 1e-18 + 0j)
        c = np.cosh(root * width)
        g = np.sinh(root * width) / root
        a, b = (c * a - g * (ky * a + 1j * k * b),
                c * b - g * (1j * k * a - ky * b))
    bp, bm = (pl + 1j * ky) / kl, (-pl + 1j * ky) / kl
    incoming = (b - bm * a) / (bp - bm)
    reflected = a - incoming
    T = (pr / kr) / (pl / kl) / np.abs(incoming)**2
    R = np.abs(reflected / incoming)**2
    assert np.max(np.abs(T + R - 1)) < 1e-6
    return T


def ramp(gradient, d):
    return lambda x: gradient * np.clip(x, -d / 2, d / 2)


nodes, weights = np.polynomial.legendre.leggauss(48)
angles, angle_weights = nodes * np.pi / 2, weights * np.pi / 2


def conductance(eps, u, xmax, slices):
    """Landauer conductance per width (S/um) at each energy in eps."""
    eps = np.atleast_1d(np.asarray(eps, dtype=float))[:, None]
    kmin = np.minimum(np.abs(eps - u(-xmax)), np.abs(eps - u(xmax)))
    T = transmission(kmin * np.sin(angles), eps, u, xmax, slices)
    modes = (kmin * np.cos(angles) * T) @ angle_weights / (2 * np.pi)
    return G0 * modes * NM_TO_UM


def smooth_conductance(gradient, kmax):
    cutoff = erf(kmax * np.sqrt(np.pi / gradient))
    return G0 / (2 * np.pi) * np.sqrt(gradient) * cutoff * NM_TO_UM


# Solver on an abrupt step: transmission is cos^2 of the angle.
test_angles = np.radians([10.0, 35.0, 60.0, 80.0])
abrupt = transmission(np.sin(test_angles), 0.0, ramp(2e5, 1e-5), 5e-6, 4)
assert np.allclose(abrupt, np.cos(test_angles)**2, atol=1e-4)

# Exponential law on a long ramp of unit slope.
ky_test = np.array([0.2, 0.5, 0.8, 1.1])
T_long = transmission(ky_test, 0.0, ramp(1.0, 40.0), 20.0, 8000)
law_error = np.max(np.abs(T_long - np.exp(-np.pi * ky_test**2)))
assert law_error < 1e-3

# Exponent from the forbidden strip.
ky0 = 0.6 * kF
turn = ky0 / slope
action = 2 * quad(lambda t: ky0 * turn * np.cos(t)**2,
                  -np.pi / 2, np.pi / 2)[0]   # x = turn*sin(t)
assert abs(action - np.pi * ky0**2 / slope) < 1e-9

# Angular integral against the closed form.
angular = quad(lambda t: np.cos(t) * np.exp(
    -np.pi * kF * length * np.sin(t)**2 / 2), -np.pi / 2, np.pi / 2)[0]
G_angle = G0 * kF / (2 * np.pi) * angular * NM_TO_UM
G_smooth = smooth_conductance(slope, kF)
assert abs(G_angle / G_smooth - 1) < 1e-8
R_smooth = 1 / G_smooth
R_simple = np.pi * h / (2 * e**2) * np.sqrt(hv * length / step) / NM_TO_UM
assert abs(R_simple / R_smooth - 1) < 0.01
assert 320 < R_smooth < 340
R_sharvin = 1 / (G0 * kF / np.pi * NM_TO_UM)

# Exact solution for the actual ramp, and convergence in slice number.
u20 = ramp(slope, length)
G_ramp = conductance(0.0, u20, length / 2, 400)[0]
G_coarse = conductance(0.0, u20, length / 2, 200)[0]
assert abs(G_coarse / G_ramp - 1) < 1e-3
assert abs(G_smooth / G_ramp - 1) < 0.25   # kF*d is only about three

# Same slope, four times the length: the smooth law must be recovered,
# and moving the Fermi level inside the ramp must hardly matter.
u80 = ramp(slope, 4 * length)
G_long = conductance([0.0, kF], u80, 2 * length, 1600)
G_limit = smooth_conductance(slope, 4 * kF)
assert np.max(np.abs(G_long / G_limit - 1)) < 0.02

# Rounded profile with the same total step and the same central slope.
def rounded(x):
    return kF * np.tanh(2 * x / length)


G_round = conductance(0.0, rounded, 4 * length, 3200)[0]

# Fermi level off centre: 0.15 eV on one side, 0.05 eV on the other.
shift = 0.05 / hv
G_shift = conductance(shift, u20, length / 2, 400)[0]
G_shift_smooth = smooth_conductance(slope, kF - shift)

# Thermal average at 300 K.
kT = const.k * 300 / e
count = 200
dE = 24 * kT / count
energy = -12 * kT + dE * (np.arange(count) + 0.5)
thermal = dE / (4 * kT * np.cosh(energy / (2 * kT))**2)
assert abs(thermal.sum() - 1) < 1e-4
G_hot = thermal @ conductance(energy / hv, u20, length / 2, 400)

# Scattering: rough mobility 5000 cm2/Vs.
mobility = 0.5                                   # m2/Vs
density = kF**2 / np.pi                          # 1/nm^2
free_path = hbar * kF * 1e9 * mobility / e * 1e9  # nm
R_diffusive = length * 1e-3 / (density * 1e18 * e * mobility)

# Trigonal warping from the nearest-neighbour honeycomb band.
bond = 0.142                                     # nm, rough
phi = np.linspace(0, 2 * np.pi, 361)
qx = 4 * np.pi / (3 * np.sqrt(3) * bond) + kF * np.cos(phi)
qy = kF * np.sin(phi)
neighbours = bond * np.array([[0, 1], [np.sqrt(3) / 2, -0.5],
                              [-np.sqrt(3) / 2, -0.5]])
band = np.abs(sum(np.exp(1j * (qx * r[0] + qy * r[1])) for r in neighbours))
warping = np.max(np.abs(band / (1.5 * bond * kF) - 1))

# Opposing field at the crossing from the charge induced in the ramp.
dielectric = 2.5                                 # rough, oxide and air
coulomb = e / (4 * np.pi * const.epsilon_0) * 1e9  # eV nm
induced = quad(lambda x: 4 * coulomb / dielectric
               * (slope * x)**2 / np.pi / x, 0, length / 2)[0]
assert abs(induced / (2 * coulomb * density / dielectric) - 1) < 1e-8

print(f"Potential step: {step:.2f} eV over {length:.0f} nm")
print(f"Velocity: {velocity:.2e} m/s; hbar v: {hv:.4f} eV nm")
print(f"Slope of potential energy F: {step/length:.4f} eV/nm")
print(f"Field: {step/length*10:.3f} MV/cm")
print(f"s = F/(hbar v): {slope:.5f} nm^-2; sqrt(s): {slope**0.5:.4f} nm^-1")
print(f"kF on each side: {kF:.4f} nm^-1; kF d: {kF*length:.3f}")
print(f"Carrier density on each side: {density*1e14:.3e} cm^-2")
print(f"Conductance unit 4e^2/h: {G0*1e6:.2f} uS")
half = np.degrees(np.arcsin(np.sqrt(2*np.log(2)/(np.pi*kF*length))))
print(f"Angle where smooth-law T = 1/2: {half:.1f} degrees")
for degree in (0, 15, 30, 45, 60):
    sine = np.sin(np.radians(degree))
    T_law = np.exp(-np.pi * kF * length * sine**2 / 2)
    T_num = transmission(np.array([kF*sine]), 0.0, u20, length/2, 400)[0]
    print(f"T at {degree} degrees: smooth law {T_law:.4f}, ramp {T_num:.4f}")
print(f"Largest error of law on long ramp: {law_error:.1e}")
print(f"Angular integral of cos(theta) T: {angular:.4f}")
print(f"Cutoff factor erf: {erf(kF*np.sqrt(np.pi/slope)):.5f}")
print(f"Smooth-law conductance per width: {G_smooth*1e3:.3f} mS/um")
print(f"Smooth-law resistance, with cutoff: {R_smooth:.1f} ohm um")
print(f"Smooth-law resistance, no cutoff: {R_simple:.1f} ohm um")
print(f"Sharvin resistance (T = 1): {R_sharvin:.1f} ohm um")
print(f"Excess due to junction: {R_smooth-R_sharvin:.1f} ohm um")
print(f"Exact Dirac, sharp-cornered ramp: {1/G_ramp:.1f} ohm um")
print(f"Exact Dirac, rounded (tanh) step: {1/G_round:.1f} ohm um")
print(f"Exact Dirac, 80 nm ramp, same slope: {1/G_long[0]:.1f} ohm um")
print(f"Same, Fermi level 0.1 eV off centre: {1/G_long[1]:.1f} ohm um")
print(f"20 nm ramp, 0.15/0.05 eV split: {1/G_shift:.1f} ohm um")
print(f"Smooth law with cutoff, same split: {1/G_shift_smooth:.1f} ohm um")
print(f"kT at 300 K: {kT*1e3:.2f} meV; (dU/2)/kT: {step/2/kT:.2f}")
print(f"20 nm ramp averaged at 300 K: {1/G_hot:.1f} ohm um")
print(f"Rough mobility: {mobility*1e4:.0f} cm2/Vs")
print(f"Mean free path at kF: {free_path:.1f} nm")
print(f"Diffusive resistance of 20 nm sheet: {R_diffusive:.1f} ohm um")
print(f"Trigonal warping of energy at kF: {warping*100:.2f} percent")
print(f"Rough effective dielectric constant: {dielectric:.1f}")
print(f"Opposing slope from induced charge: {induced:.5f} eV/nm")
print(f"Ratio of that slope to F: {induced/(step/length):.3f}")
for factor in (0.5, 2.0):
    R_factor = R_simple / np.sqrt(factor)
    print(f"No-cutoff law, slope times {factor:.1f}: {R_factor:.1f} ohm um")
print("all good")
```

Printed output:

```
Potential step: 0.20 eV over 20 nm
Velocity: 1.00e+06 m/s; hbar v: 0.6582 eV nm
Slope of potential energy F: 0.0100 eV/nm
Field: 0.100 MV/cm
s = F/(hbar v): 0.01519 nm^-2; sqrt(s): 0.1233 nm^-1
kF on each side: 0.1519 nm^-1; kF d: 3.039
Carrier density on each side: 7.347e+11 cm^-2
Conductance unit 4e^2/h: 154.96 uS
Angle where smooth-law T = 1/2: 22.4 degrees
T at 0 degrees: smooth law 1.0000, ramp 1.0000
T at 15 degrees: smooth law 0.7263, ramp 0.7747
T at 30 degrees: smooth law 0.3032, ramp 0.3853
T at 45 degrees: smooth law 0.0920, ramp 0.1406
T at 60 degrees: smooth law 0.0279, ramp 0.0404
Largest error of law on long ramp: 1.6e-05
Angular integral of cos(theta) T: 0.8097
Cutoff factor erf: 0.99800
Smooth-law conductance per width: 3.034 mS/um
Smooth-law resistance, with cutoff: 329.6 ohm um
Smooth-law resistance, no cutoff: 329.0 ohm um
Sharvin resistance (T = 1): 133.4 ohm um
Excess due to junction: 196.2 ohm um
Exact Dirac, sharp-cornered ramp: 299.2 ohm um
Exact Dirac, rounded (tanh) step: 343.0 ohm um
Exact Dirac, 80 nm ramp, same slope: 329.3 ohm um
Same, Fermi level 0.1 eV off centre: 328.4 ohm um
20 nm ramp, 0.15/0.05 eV split: 393.9 ohm um
Smooth law with cutoff, same split: 374.8 ohm um
kT at 300 K: 25.85 meV; (dU/2)/kT: 3.87
20 nm ramp averaged at 300 K: 359.7 ohm um
Rough mobility: 5000 cm2/Vs
Mean free path at kF: 50.0 nm
Diffusive resistance of 20 nm sheet: 34.0 ohm um
Trigonal warping of energy at kF: 0.55 percent
Rough effective dielectric constant: 2.5
Opposing slope from induced charge: 0.00846 eV/nm
Ratio of that slope to F: 0.846
No-cutoff law, slope times 0.5: 465.2 ohm um
No-cutoff law, slope times 2.0: 232.6 ohm um
all good
```
